# Interior temperature slope and the effective conductivity of a finite sample

**The argument under comment**

A nonequilibrium molecular dynamics run drives heat through a chain of atoms held between a hot and a cold thermostat. The temperature falls sharply at both ends and is flat, within noise, between them. The argument runs: "The end drops are thermostat artefacts and must be discarded. Conductivity is heat flux divided by the interior temperature slope. The slope is zero, so the effective conductivity of this sample is infinite."

The observation of a flat interior may be sound. What needs examination is whether the quotient formed from it describes the sample. Two quotients are in play:

$$\kappa_{\rm eff}=\frac{JL}{A\,\Delta T},\qquad \kappa_{\rm slope}=-\frac{J}{A\,(dT/dx)_{\rm interior}} .$$

Here $J$ is the heat current from hot to cold, $A$ the cross-section, $L$ the distance between the thermostatted atoms and $\Delta T=T_h-T_c$ the difference of the bath temperatures. The first quotient restates the end-to-end conductance $G=J/\Delta T$ as $\kappa_{\rm eff}=GL/A$. An ordered harmonic chain can be solved completely, so the two can be compared without statistical noise.

**The chain and its stationary equations**

Take $N\ge2$ classical atoms of mass $m$ at spacing $a$, joined by springs $k$, with the outer springs fixed to walls. Then $L=(N-1)a$. Langevin baths with the same friction rate $\gamma$ act on atoms 1 and $N$. With displacements $x_i$, $x_0=x_{N+1}=0$ and $\omega_0^2=k/m$,

$$\dot v_i=\omega_0^2(x_{i+1}-2x_i+x_{i-1})-\gamma(\delta_{i1}+\delta_{iN})v_i+\text{noise}.$$

The noise on an end atom feeds $\langle v_i^2\rangle$ at the rate $2\gamma k_BT_b/m$, where $T_b$ is its bath temperature. Local temperature means kinetic temperature, $k_BT_i=m\langle v_i^2\rangle$.

Let $X=\langle xx^T\rangle$, $Z=\langle xv^T\rangle$, $Y=\langle vv^T\rangle$. Let $K$ be the matrix with 2 on the diagonal and $-1$ beside it, $R={\rm diag}(1,0,\dots,0,1)$ and $B={\rm diag}(T_h,0,\dots,0,T_c)$. Setting the time derivatives of $X$, $Z$ and $Y$ to zero gives

$$Z+Z^T=0,\qquad Y=\omega_0^2XK+\gamma ZR,$$
$$\omega_0^2(ZK-KZ)=\gamma(RY+YR)-\frac{2\gamma k_B}{m}B,$$

where $Z^T=-Z$ was used in the last line. Now subtract equilibrium at the mean temperature $\bar T=(T_h+T_c)/2$. With $\theta=\Delta T/2$, write

$$X=\frac{k_B}{k}(\bar TK^{-1}+\theta X'),\quad Y=\frac{k_B}{m}(\bar T+\theta Y'),\quad Z=\frac{k_B\theta}{m\gamma}Z'.$$

With $\nu=k/(m\gamma^2)$ and $S={\rm diag}(1,0,\dots,0,-1)$, what remains is

$$Y'=X'K+Z'R,\qquad \nu(Z'K-KZ')=RY'+Y'R-2S. \tag{1}$$

**Exact solution**

Define

$$h_s=\frac{\sinh[(N+1-s)\alpha]}{\sinh N\alpha},\qquad \cosh\alpha=1+\frac{\nu}{2}.$$

Then $h_1=1$, $h_{N+1}=0$, $h_{2N+2-s}=-h_s$ and $h_{s-1}+h_{s+1}=(2+\nu)h_s$. The solution is

$$X'_{ij}=h_{i+j},\qquad Y'_{ij}=S_{ij}-\nu h_{i+j},$$

with $Z'$ antisymmetric and $Z'_{ij}=h_{j-i+1}$ for $j>i$.

Check the first equation of (1) column by column.

- For $1<j<N$, $(X'K)_{ij}=2h_{i+j}-h_{i+j-1}-h_{i+j+1}=-\nu h_{i+j}$, as required.
- For $j=1$ one neighbour is missing, so $(X'K)_{i1}=2h_{i+1}-h_{i+2}=-\nu h_{i+1}+h_i$. If $i>1$, $Z'_{i1}=-h_i$ cancels the last term. If $i=1$, $Z'_{11}=0$ and $h_1=1$ supplies $S_{11}$.
- For $j=N$, the extra term is $h_{i+N+1}=-h_{N+1-i}$. It is cancelled by $Z'_{iN}=h_{N+1-i}$ if $i<N$, and equals $-1=S_{NN}$ if $i=N$.

In the second equation the diagonal part of $K$ drops out, leaving

$$(Z'K-KZ')_{ij}=Z'_{i-1,j}+Z'_{i+1,j}-Z'_{i,j-1}-Z'_{i,j+1},$$

with entries outside the matrix omitted. Since $Z'_{ij}$ depends only on $j-i$, the terms cancel in pairs away from the borders, where the right side is also zero. In row 1 with $1<j<N$, the term $-Z'_{1,j+1}=-h_{j+1}$ has lost its partner. The left side is then $-\nu h_{j+1}=Y'_{1j}$, as required. At $(1,1)$ the left side is $\nu(Z'_{21}-Z'_{12})=-2\nu h_2$, equal to $2Y'_{11}-2$. At $(1,N)$ both sides vanish. Column 1 follows because both sides are symmetric matrices. The last row and column follow by reversing the chain, which changes the sign of both sides.

Every normal mode moves the end atoms and is therefore damped, so this stationary solution is the only one.

**What the profile and the current say**

The diagonal of $Y$ gives

$$T_i=\bar T+\frac{\Delta T}{2}\left(\delta_{i1}-\delta_{iN}-\nu h_{2i}\right). \tag{2}$$

For even $N\ge4$, the step across the middle bond uses $h_N=-h_{N+2}=\sinh\alpha/\sinh N\alpha$:

$$T_{N/2+1}-T_{N/2}=\nu\,\Delta T\,\frac{\sinh\alpha}{\sinh N\alpha}>0. \tag{3}$$

The interior is thus not perfectly flat. Across the middle bond the temperature rises towards the cold end by an amount that decays as $e^{-N\alpha}$, so $\kappa_{\rm slope}$ is negative and grows without bound in magnitude. This violates no law of thermodynamics: heat passes from the hot bath to the cold one, and in a ballistic chain the local kinetic temperature does not determine the local current.

The hot bath supplies power $\gamma k_BT_h$ through its noise and removes $\gamma k_BT_1$ through friction. From (2), $T_h-T_1=\tfrac12\Delta T\,\nu h_2$, hence

$$G=\frac{\gamma k_B(T_h-T_1)}{\Delta T}=\frac{k\,k_B}{2m\gamma}\,\frac{\sinh(N-1)\alpha}{\sinh N\alpha}\;\longrightarrow\;\frac{k\,k_B}{2m\gamma}\,e^{-\alpha} \tag{4}$$

for large $N$. The conductance is finite, and $\kappa_{\rm eff}=GL/A$ grows in proportion to $L$. The inference from zero slope to infinite effective conductivity fails here.

For weak friction the flat interior has a simple reading. Each normal mode has equal squared amplitude on atoms 1 and $N$, so both baths feed it equally and it settles at $\bar T$. At weak friction the modes are also nearly uncorrelated, so every atom has a kinetic temperature close to $\bar T$. In this limit $e^{-\alpha}\simeq1/\nu$ and $G\simeq k_B\gamma/2$. For strong friction $\alpha\to0$ and a long chain has $G\simeq k\,k_B/(2m\gamma)$. The contacts control the conductance in both limits, so discarding the end drops discards the resistance being sought.

**A numerical case**

Consider longitudinal motion of a taut polyethylene-like backbone, with rough parameters: CH$_2$ mass 14.03 u, $k=100$ N/m, $a=0.127$ nm, $A=0.18$ nm$^2$. Then $\omega_0=65.5$ rad/ps. Choose $\gamma=60$ ps$^{-1}$, which gives $\nu=1.193$ and $\alpha=1.044$. The baths are at 350 K and 250 K.

For $N=40$, $L=4.953$ nm and (2) gives $T_1=329.0$ K, $T_2=297.4$ K and $T_3=299.7$ K. The second atom already lies below the mean. The current is

$$J=\gamma k_B(350-329.0)\,{\rm K}=17.4\ {\rm nW},\qquad G=174\ {\rm pW/K},$$

$$\kappa_{\rm eff}=\frac{(17.39\ {\rm nW})(4.953\ {\rm nm})}{(0.18\ {\rm nm^2})(100\ {\rm K})}=4.8\ {\rm W/(m\,K)}.$$

At fixed contacts, $N=80$ gives 9.7 and $N=160$ gives 19.5 W/(m K). The middle step for $N=40$ is only $2\times10^{-16}$ K. For $N=8$ it is 0.070 K, giving $\kappa_{\rm slope}=-175$ W/(m K) from the middle bond alone, or $-61$ W/(m K) from a line fitted over the middle half, beside $\kappa_{\rm eff}=0.86$ W/(m K).

No practical simulation could resolve the middle step for $N=40$. I integrated the $N=40$ chain by velocity Verlet with stochastic end baths, using 800 copies, a step of $0.1/\omega_0$, 2000 settling steps and 8000 measured steps. The current was $1.001\pm0.013$ of the exact value. The slope fitted over the middle half, multiplied by $L$, gave a drop of $3.8\pm1.6$ K, where (2) gives practically zero. That is 2.4 standard errors. Propagating the covariance exactly through the same discrete steps gives an expected drop of only about $-0.004$ K, so incomplete settling and time-step error are negligible and the value is sampling noise. Taken at face value, it would give $\kappa_{\rm slope}\approx4.8\times100/3.8\approx130$ W/(m K), a number without physical content.

**When the interior slope is useful**

Now add scattering. Give every atom an additional friction rate $\lambda$ and a local bath whose temperature is set so that it exchanges no net heat. Let $r_i=x_{i+1}-x_i$. The mean power passed through bond $i$ is $J=-\tfrac k2\langle r_i(v_i+v_{i+1})\rangle$, the average of the powers at its two ends, which agree because $\langle r_i\dot r_i\rangle=0$. Away from the end atoms, stationarity of $\langle r_i(v_i+v_{i+1})\rangle$ requires

$$0=\langle v_{i+1}^2\rangle-\langle v_i^2\rangle+\omega_0^2\langle r_i(r_{i+1}-r_{i-1})\rangle-\lambda\langle r_i(v_i+v_{i+1})\rangle .$$

The last average is $-2J/k$. Multiplying by $m$ and rearranging,

$$\frac{2m\lambda J}{k}=k_B(T_i-T_{i+1})+k\left(\langle r_{i-1}r_i\rangle-\langle r_ir_{i+1}\rangle\right). \tag{5}$$

Near local equilibrium in a long chain, neighbouring stretches are nearly uncorrelated. The bracket may be dropped if $k\langle r_{i-1}r_i\rangle$ also changes from bond to bond by much less than $k_BT_i$ does; this is assumed here and tested by the comparison of $\kappa_{\rm slope}$ with $\kappa_{\rm bulk}$ below. Neglecting the last bracket gives

$$\kappa_{\rm bulk}=\frac{k\,k_B\,a}{2m\lambda A}. \tag{6}$$

This is what the interior slope measures in a long sample. The sample also has contacts. Extrapolate the interior line over $L$ and call the rest of the temperature difference $D$. Since $J$ is common to both quotients,

$$\frac{\kappa_{\rm eff}}{\kappa_{\rm slope}}=1-\frac{D}{\Delta T}. \tag{7}$$

I solved the stationary covariance equations numerically with $\gamma$ and the bath temperatures unchanged, fitting the slope over the middle half. Conductivities are in W/(m K):

| $\lambda$ (ps$^{-1}$) | $N$ | $\kappa_{\rm eff}$ | $\kappa_{\rm slope}$ | $\kappa_{\rm bulk}$ | $D$ (K) |
|---|---|---|---|---|---|
| 10 | 20 | 0.96 | 1.87 | 2.09 | 48 |
| 10 | 80 | 1.60 | 2.04 | 2.09 | 22 |
| 1 | 40 | 3.6 | 16.1 | 20.9 | 78 |

Long waves that are still weakly damped travel at nearly $a\omega_0$ and lose energy at rate $\lambda$. Their mean free path $a\omega_0/\lambda$ is 0.83 nm in the first two rows and 8.3 nm in the third. At $N=80$ the slope gives the bulk value within about 2%, yet the sample's effective value is 22% below the slope value. The shortfall of $\kappa_{\rm slope}$ is the bracket dropped from (5). It falls roughly as $1/N$, and a shorter mean free path does not remove it: at $\lambda=110$ ps$^{-1}$ it is still 8% for $N=20$ and 2% for $N=80$. In the third row the sample is shorter than the mean free path, and the slope gives neither the bulk value nor the effective one.

**How far the example represents polyethylene**

A real backbone is a zigzag, which one spring per CH$_2$ unit cannot represent fully. The chosen spring is also soft: the model's sound speed, $a\omega_0\approx8$ km/s, is roughly half that along a real extended chain. Matching that speed would take $k$ of roughly 300 to 400 N/m and would change $G$. The chosen end friction is strong, nearly as large as $\omega_0$. At 1 ps$^{-1}$ the weak-friction formula gives only about 7 pW/K, with the interior still flat.

Classical statistics is a large error here, since the band top corresponds to $2\hbar\omega_0/k_B\approx1000$ K. A bath force at one end produces a response at the other, so the current is an integral over frequency of a transmission times the difference in mean thermal energy. Replacing $k_BT$ by the Planck energy in that integral reduces the current to 0.71 of its classical value for $k=100$ N/m and $\gamma=60$ ps$^{-1}$. The factor changes with the friction (0.67 at 20 ps$^{-1}$, 0.77 at 200 ps$^{-1}$), and at $\gamma=60$ ps$^{-1}$ it falls to 0.39 for $k=300$ N/m and 0.30 for $k=400$ N/m, so it belongs to the model and not to polyethylene.

Repeating the simulation with a Morse bond expanded to fourth order in the stretch (range parameter roughly 20 nm$^{-1}$) gave a current of $0.945\pm0.012$ of the exact harmonic one. The interior drop, $2.0\pm1.7$ K, was not resolved. With $k=100$ N/m this range parameter implies a well depth of only about 0.8 eV, far below that of a carbon-carbon bond, so the run illustrates a soft anharmonic bond and not the real backbone.

Two transverse acoustic branches, one torsional branch and all optical branches are omitted. With one channel at each frequency, each of the first three could add at most $\pi^2k_B^2T/(3h)=284$ pW/K at 300 K, which is a bound and not an estimate. The chain must also be held taut. For a rough gauche energy $E=0.025$ eV and independent bonds, the gauche fraction $2e^{-E/k_BT}/(1+2e^{-E/k_BT})$ is 0.43 at 300 K. The effect of such kinks on $G$ is not computed here.

**Recommendation**

The claim of infinite effective conductivity should be withdrawn. For the finite sample, report $G$ or $\kappa_{\rm eff}$, together with $L$, the bath temperatures and the thermostat coupling. The interior slope may be used for a bulk conductivity if the sample is long against the mean free path and, as a separate condition, the result no longer changes with length. The local baths used above destroy momentum; a single chain whose scattering conserves momentum need not reach a length-independent value at all. A flat interior shows that no resistance was resolved there; the end-to-end resistance remains $\Delta T/J$.
